# Charge release from traps with a uniform spread of activation energies, part 2

After high voltage, trapped electrons reduce a transistor's channel current, which returns as the traps empty. Traps of constant density $g$ per unit area and energy have depths $E$ from $E_a$ to $E_b$, counted positive downwards from the conduction-band edge. They number $N=g(E_b-E_a)$ per unit area. All are filled at time $t=0$, and temperature $T$ and field are constant, without recapture. The probability $p$ that a trap is still filled obeys

$$\frac{dp}{dt}=-\frac{p}{\tau(E)},\qquad \tau(E)=\frac{e^{E/kT}}{\nu},\qquad p(E,0)=1 .$$

Here $k$ is Boltzmann's constant, and $\nu=\sigma vN_c$, with capture cross-section $\sigma$, mean thermal speed $v$ and effective density of states $N_c$. The cutoffs are $\tau_a=\tau(E_a)$ and $\tau_b=\tau(E_b)$.

The density released by time $t$ is the energy integral of (a),

$$R(t)=g\int_{E_a}^{E_b}\left[1-\exp\left(-\nu t\,e^{-E/kT}\right)\right]dE .$$

For $\tau_a\ll t\ll\tau_b$, the logarithmic law of (d) and the slope $S=dR/d\ln t$ are

$$R\approx gkT\left[\ln\frac{t}{\tau_a}+\gamma\right],\qquad S\approx gkT,$$

with $\gamma=0.577\ldots$ The law's late error involves

$$\mathrm{Ein}(x)=\int_0^x\frac{1-e^{-u}}{u}\,du .$$

By the sufficient condition in (e), the slope is within 5% of $gkT$ from $3.69\,\tau_a$ to $0.025\,\tau_b$. The prolonged line meets zero release at $t=\tau_ae^{-\gamma}$ and full release at $t=\tau_be^{-\gamma}$.

For a varying density $g(E)$, part (g) found

$$S=kT\int_{t/\tau_b}^{t/\tau_a}g(E)\,e^{-u}du,\qquad E=kT(\ln\nu t-\ln u).$$

Well between the cutoffs, a linear $g(E)$ gives $S=kT\,g(E_d)$, where the emptying front is $E_d=kT(\ln\nu t+\gamma)$.

**(h) Numbers for current recovery.** Take $N=10^{12}\ \mathrm{cm^{-2}}$, $E_a=0.45$ eV, $E_b=0.85$ eV, and $\nu=10^{11}\ \mathrm{s^{-1}}$ at 300 K, scaling as $T^2$. The channel holds $n_0=8\times10^{12}\ \mathrm{cm^{-2}}$ electrons when no trap is filled. Find the cutoffs and the recovery of current per decade of time at 300, 350 and 400 K.

**Solution.** These are round parameters, roughly typical of a nitride-channel high-electron-mobility power transistor with electrons trapped in the buffer below the channel. In the linear region the current is proportional to channel density times mobility. Assume that the mobility is fixed, that the trapped sheet extends under the whole channel, and that each trapped electron removes one channel electron. If $n=N-R$ is the density still trapped, the fractional current loss is $n/n_0$, which starts at $1/8=12.5\%$.

The density per energy is $g=10^{12}/0.40=2.5\times10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}$. At 300 K, $kT=25.85$ meV, so

$$\tau_a=\frac{e^{0.45/0.02585}}{10^{11}\ \mathrm{s^{-1}}}=3.63\times10^{-4}\ \mathrm s,\qquad
\tau_b=1.90\times10^{3}\ \mathrm s .$$

One decade is a step of $\ln10=2.303$ in $\ln t$. It releases $gkT\ln10=1.49\times10^{11}\ \mathrm{cm^{-2}}$, which restores $1.49\times10^{11}/8\times10^{12}=1.86\%$ of the full current.

| $T$ (K) | $\tau_a$ (s) | $\tau_b$ (s) | 5% window (s) | % per decade |
|---|---|---|---|---|
| 300 | $3.6\times10^{-4}$ | $1.9\times10^3$ | $1.3\times10^{-3}$ to 48 | 1.86 |
| 350 | $2.2\times10^{-5}$ | 13 | $8.2\times10^{-5}$ to 0.32 | 2.17 |
| 400 | $2.6\times10^{-6}$ | 0.29 | $9.7\times10^{-6}$ to $7.2\times10^{-3}$ | 2.48 |

From 300 to 400 K the slope rises by 4/3, as $T$ does, although $\nu$ rises by 16/9. The window shrinks from 4.55 to 2.87 decades. The three windows in the table overlap between about 1.3 and 7.2 ms. They follow from the sufficient condition in (e), so the slope stays within 5% somewhat beyond their ends. At 1 s the 400 K device has passed its late cutoff, and its slope there says little about $g$.

The remaining loss at 300 K and 1 s follows from $\ln(1/3.628\times10^{-4})+\gamma=8.50$ and $gkT=6.46\times10^{10}\ \mathrm{cm^{-2}}$:

$$\frac{n}{n_0}=\frac{10^{12}-8.50\times6.46\times10^{10}}{8\times10^{12}}=5.6\% .$$

The energy integral gives the same value to the printed digits, 5.634%. At 100 s, beyond the tabulated window, the logarithmic law gives 1.91% and the integral 1.96%. The difference is the late error $gkT\,\mathrm{Ein}(t/\tau_b)$ of part (d).

If channel resistance is plotted instead of current, the initial 12.5% loss appears as a rise of $0.125/0.875=14.3\%$. Resistance varies as $1/(n_0-n)$, so it is not strictly linear in $\ln t$ when the trapped charge is.

### (i) A prefactor that varies with depth

Suppose $\nu=\nu_me^{b(E-E_m)}$, where $E_m$ is the middle of the distribution and $b$ is independent of temperature. What happens to the slope?

**Solution.** The emission rate is now

$$\nu_me^{-bE_m}\exp\left[-E\left(\frac1{kT}-b\right)\right].$$

It has the old form with $1/kT$ replaced by $1/kT-b$. For $bkT<1$ the whole derivation carries over, and between the new cutoffs

$$S\approx\frac{gkT}{1-bkT}.$$

The release is still logarithmic, but its slope is no longer proportional to $T$. If the prefactor rises tenfold across the 0.40 eV of the example, then $b=2.303/0.40=5.76\ \mathrm{eV^{-1}}$ and $bkT=0.149$ at 300 K. The slope is larger by the factor $1/0.851=1.175$. The energy integral, evaluated at the geometric mean of the cutoffs, gives 1.173. A common prefactor is thus a real condition for the stated temperature law.

A spread of $\nu$ unrelated to $E$ is less harmful. Sort the traps into groups of equal $\nu$, each uniform in energy. Every group contributes its own density times $kT$ while $t$ lies between its cutoffs, and the sum is $gkT$ in the interval common to all groups.

The effect of a tilted density can be put beside this. Let $g(E)$ change linearly from 30% below its mean at $E_a$ to 30% above at $E_b$. At 300 K and 0.02 s the front is at $E_d=0.02585\times(21.42+0.58)=0.569$ eV, about 0.081 eV above the middle of the distribution in the band diagram, hence shallower. The formula $kTg(E_d)$ and the energy integral both give 0.878 of the uniform slope.

### (j) The field of the trapped charge

The trapped electrons produce a field, which speeds up emission and fades as they leave. Suppose it multiplies all emission rates by a common factor $h(n)$. Find the slope, and estimate it for the example.

**Solution.** Each level now obeys $dp/dt=-h\,p/\tau(E)$. Define an effective time $s$ by $ds=h\,dt$, with $s=0$ at $t=0$. Then $dp/ds=-p/\tau(E)$, which is the fixed-field problem. The released density at time $t$ is the earlier result evaluated at $s(t)$.

Between the cutoffs in $s$ the slope is $S=gkT\,Q$, where

$$Q=\frac{d\ln s}{d\ln t}=\frac{t\,h}{s}.$$

Take the logarithm of the last form and differentiate with respect to $\ln s$:

$$\frac{d\ln Q}{d\ln s}=\frac1Q+\frac{d\ln h}{d\ln s}-1 .$$

Because $n$ falls by $gkT$ per unit of $\ln s$, $d\ln h/d\ln s=-a$ with $a=gkT\,d\ln h/dn$. Hence

$$\frac1Q=1+a+\frac{d\ln Q}{d\ln s},\qquad S\approx\frac{gkT}{1+a}\quad\text{for slowly varying }a .$$

The slope is reduced because each released electron slows the emission of the rest.

For the size of the field, let all the flux of the trapped sheet leave on one side. This is an upper estimate for that sheet, and it omits any other field in the device. With relative permittivity 9, $F=qn/\epsilon$ is 0.20 MV/cm for $n=N$, where $q$ is the elementary charge.

If the centre attracts the electron it releases, the field lowers the barrier by the Poole–Frenkel effect. Such a centre is neutral when filled. The sheet then has the charge $-qn$ per area only if fixed negative charge, for instance ionized acceptors, balances the emptied centres, and this is assumed here. At a distance $r$ from the centre, in the direction of the electric force on the electron (opposite to the field), the potential energy is $-q^2/(4\pi\epsilon_fr)-qFr$. Here $\epsilon_f$ is the permittivity that applies to a fast-moving electron. Its maximum is where $q^2/(4\pi\epsilon_fr^2)=qF$. The two terms are equal there, so the barrier drops by

$$\Delta=2qFr=\sqrt{\frac{q^3F}{\pi\epsilon_f}} .$$

With a relative permittivity of 5 for the fast-moving electron, $\Delta=0.152$ eV at $n=N$. For escape along the force, the initial rates are raised by $e^{\Delta/kT}\approx360$. This one-dimensional factor is an upper estimate for escape over the barrier, with tunnelling through its top left out, and is used below. If the barrier drops by $\Delta\sqrt{\cos\theta}$ at an angle $\theta<90^\circ$ to the force, and not at all at larger angles, the average over all directions is only about 50. Since $\ln h=\Delta/kT$ and $\Delta\propto n^{1/2}$, at half release

$$a=g\frac{d\Delta}{dn}=\frac{2.5\times10^{12}\times0.152}{2\times10^{12}\times\sqrt{0.5}}=0.269,\qquad \frac1{1+a}=0.788 .$$

Integration of $ds=h\,dt$ gives 0.796. The difference comes mainly from the drift of $a$. As $a\propto n^{-1/2}$, $da/d\ln s=agkT/2n=0.017$ and $d\ln Q/d\ln s\approx-0.017/1.269=-0.014$, which raises the estimate to 0.797. As a test of the effective time, 600 levels coupled by their common field were also followed directly in time. The released charge agreed within 0.2% of $N$ at $10^{-5}$, $10^{-3}$, 0.1 and 10 s.

In this estimate $a$ does not contain $T$ at given $n$, so slopes compared at equal remaining charge stay proportional to temperature to leading order. Their size, however, would give a trap density about 20% too low at half release, with a larger error later, and the early cutoff would be misplaced by a much larger factor.

A centre that is neutral after release has no such attraction, but its electron can be raised part of the way by heat and then tunnel. At an energy $w$ below the band edge the barrier is a triangle of length $w/qF$. For an electron of effective mass $m$ the tunnelling exponent is

$$\frac{2}{\hbar}\int_0^{w/qF}\sqrt{2m(w-qFx)}\,dx=\frac{4\sqrt{2m}\,w^{3/2}}{3\hbar qF}.$$

Stopping at $w$ saves the thermal factor $e^{-w/kT}$. To add up the paths, assume that escape attempts at an energy $\eta$ above the trap level have the weight $e^{-\eta/kT}d\eta/kT$, both below and above the band edge. Those above the edge, $\eta>E$, sum to $e^{-E/kT}$, which is direct emission. Those at $\eta=E-w$ are multiplied by the tunnelling probability. Dividing the total by $e^{-E/kT}$ and writing $z=w/kT$ gives

$$h=1+\int_0^{E/kT}e^{z-Kz^{3/2}}dz,\qquad K=\frac{4\sqrt{2m}\,(kT)^{3/2}}{3\hbar qF}.$$

For $m$ equal to 0.2 electron masses, the initial factor is 5.5. It is the same within 0.1% for the shallowest and deepest traps, so it may be treated as common. This too is a one-dimensional factor, for escape along the force. With the field component $F\cos\theta$ for $\theta<90^\circ$ and no gain at larger angles, the average over directions is about 1.9. With the one-dimensional factor, the slope at half release becomes 0.91 of $gkT$. Here $h$ has its own temperature dependence, so strict proportionality to $T$ is lost.

### (k) Recapture, temperature error and the real device

Estimate the charge that recapture leaves behind, and the effect of a channel 10 K hotter than assumed. Does a straight line with slope proportional to $T$ prove that the energies are uniformly spread?

**Solution.** With a capture rate $c$ and emission rate $e_n$, the filling obeys $dp/dt=-e_np+c(1-p)$ and settles at $p=c/(c+e_n)$. Let the band edge at the traps lie $\varphi$ above the Fermi level. Detailed balance gives $c/e_n=e^{-(\varphi-E)/kT}$. For $\varphi=1.0$ eV this ratio is $e^{-0.15/0.02585}=0.003$ for the deepest traps at 300 K. Averaged over all traps, 0.02% of $N$ stays filled at 300 K and 0.11% at 400 K, with $\varphi$ held fixed. Recapture is negligible here, but a Fermi level near the deepest traps would leave about half of those filled.

A channel at 310 K instead of 300 K has a slope higher by 3.3%, while $\tau_b$ is shorter by a factor of 3.1. If 300 K is assumed in the analysis, the slope gives $g$ too high by 3.3%. The deepest energy, inferred as $kT\ln(\nu\tau_b)$, comes out too low by $kT\ln3.1=0.029$ eV, which is 3.4% of 0.85 eV. The emission time itself is far more sensitive to temperature, but the energy depends only on its logarithm.

A straight line is not proof of the model. Consider traps of a single depth whose barrier rises by $\alpha$ for each unit of released density. While few have emptied, $dR/dt=r_0e^{-\alpha R/kT}$, where $r_0$ is the initial rate. Separating variables,

$$\int_0^Re^{\alpha R'/kT}dR'=r_0t\quad\Longrightarrow\quad R=\frac{kT}{\alpha}\ln\left(1+\frac{\alpha r_0t}{kT}\right).$$

Once $\alpha r_0t\gg kT$, this too is logarithmic with slope proportional to $T$. Few traps have emptied by then only if $\alpha N\gg kT$. Partial filling can help to separate the two cases. At fixed field, a uniform filling fraction $f$ multiplies the slope of the distributed traps by $f$. With the one-dimensional Poole–Frenkel feedback of (j), the factor at half release is about 0.53 for $f=1/2$. The single-depth slope stays near $kT/\alpha$ only while $f\alpha N\gg kT$. If the rate is also taken proportional to the number of traps still filled, then for $\alpha N=0.40$ eV at 300 K the largest slope is 0.92, 0.82 and 0.66 of $kT/\alpha$ for $f=1$, $1/2$ and $1/4$. The contrast weakens for smaller $\alpha N$.

In nitride power transistors, trap depths of a few tenths of an electronvolt to about 1 eV and recovery times from microseconds to many minutes are roughly typical, so the depths and times of the example are of a realistic size. This does not show that the model describes a given device. In carbon-doped buffers, for instance, hole emission and charge transport through the buffer often set the recovery time, and both are left out here. For an effective mass of 0.2 electron masses, its prefactor corresponds to a capture cross-section of about $2\times10^{-15}\ \mathrm{cm^2}$, a plausible size, though reported values spread over orders of magnitude. Real traps may be grouped around a few energies. If the groups are narrow and lie several $kT$ apart, this gives steps in place of one straight line. The assumption of a constant field can also fail noticeably: for attractive centres, the one-dimensional estimate lowers the slope by about 20% at half release and speeds the first emission by a factor of several hundred, which falls to about 50 when escape over the barrier is averaged over all directions. Trapping is also often concentrated near the drain side of the gate. If it covers a fraction $\lambda$ of a uniform channel, the resistances add in series and the initial rise is $14.3\%\times\lambda$, or 3.6% for $\lambda=1/4$. The main values used in these estimates are collected in the numerical output below.

## Values computed for the example and the checks

```
Trap energies: 0.45 to 0.85 eV
Trap density N: 1.00e+12 cm^-2
Density per energy g: 2.50e+12 cm^-2 eV^-1
Channel density: 8.00e+12 cm^-2
Prefactor at 300 K: 1.0e+11 s^-1
Implied capture cross-section: 1.71e-15 cm^2
T = 300 K: kT = 25.85 meV
  tau_low = 3.628e-04 s
  tau_high = 1.903e+03 s
  5% slope window: 1.338e-03 to 4.757e+01 s
  window length: 4.55 decades
  g kT ln10 = 1.488e+11 cm^-2 per decade
  peak slope/(g kT), direct: 1.00000
  current regained: 1.86 % per decade
T = 350 K: kT = 30.16 meV
  tau_low = 2.217e-05 s
  tau_high = 1.275e+01 s
  5% slope window: 8.179e-05 to 3.188e-01 s
  window length: 3.59 decades
  g kT ln10 = 1.736e+11 cm^-2 per decade
  peak slope/(g kT), direct: 0.99998
  current regained: 2.17 % per decade
T = 400 K: kT = 34.47 meV
  tau_low = 2.629e-06 s
  tau_high = 2.882e-01 s
  5% slope window: 9.700e-06 to 7.204e-03 s
  window length: 2.87 decades
  g kT ln10 = 1.984e+11 cm^-2 per decade
  peak slope/(g kT), direct: 0.99988
  current regained: 2.48 % per decade
Initial current loss: 12.50 %
Initial channel resistance rise: 14.29 %
300 K, t=0.01 s: loss 9.354 %, log law 9.354 %
300 K, t=1 s: loss 5.634 %, log law 5.634 %
300 K, t=100 s: loss 1.955 %, log law 1.914 %
Line reaches zero release at 2.037e-04 s (300 K)
Line reaches full release at 1.068e+03 s (300 K)
Inputs: eps static 9, fast 5, mass 0.2 m_e
Trapped-sheet field: 0.201 MV/cm
Poole-Frenkel lowering: 0.152 eV
  initial rate factor: 360
  slope/(g kT) at half release: 0.796
  local estimate 1/(1+a): 0.788, a=0.269
Phonon-assisted tunnelling rate factor: 5.53
  slope/(g kT) at half release: 0.910
Band edge above Fermi level: 1.00 eV
Left filled by retrapping, 300 K: 0.019 % of N
Left filled by retrapping, 400 K: 0.110 % of N
Tenfold prefactor rise: slope/(g kT) = 1.173
Density tilt +-30 %, t=0.02 s: front 0.569 eV
  slope/(g kT) = 0.878
10 K hotter than 300 K: slope up 3.3 %
  tau_high shorter by factor 3.08
```
